# Film density and relative permittivity in the Clausius-Mossotti model

## Problem

An insulating oxide film is modelled as a collection of identical polarisable units, $n$ per unit volume. For hafnium dioxide, one unit stands for one HfO$_2$ formula unit. A static local field $E_{\rm loc}$ gives each unit the dipole moment

$$p=\alpha E_{\rm loc},\qquad \alpha=4\pi\varepsilon_0\alpha_v .$$

The polarisability volume $\alpha_v$ includes the displacement of the electrons and that of the ions. The film is isotropic and its response is linear.

Take a film of thickness $t=10$ nm with relative permittivity $\varepsilon=20$ and a volume of $0.035\ \text{nm}^3$ per formula unit. A second film has a number density lower by the fraction $\delta=0.01$. Its units have the same $\alpha_v$, and they are further apart by the same factor in every direction.

(a) Derive the Clausius-Mossotti relation, stating where isotropy enters.

(b) Find the permittivity $\varepsilon'$ of the second film for any $\delta$, and show that it is about 18.7 here.

(c) Explain why a one percent change in density has a much larger effect on $\varepsilon$. Treat the weakly polarisable limit and the optical response, with optical permittivity 4, for comparison.

(d) Find the change in capacitance per area and in equivalent oxide thickness, using 3.9 for the permittivity of silicon dioxide.

(e) Suppose the same one percent deficit arises differently: as spherical voids, as a wider spacing along the film normal alone, or together with a change in polarisability. What does each do to the result? Which other effects matter in a real film?

## Solution

### (a) From one unit to the film

Let $E$ be the macroscopic field in the film, averaged over many units. The polarisation is the dipole moment per volume,

$$P=np=n\alpha E_{\rm loc}.$$

The field on one unit differs from $E$, because $E$ contains the smoothed field of the matter around that unit. To correct for this, draw a sphere of radius $R$ around the unit, large compared with the spacing. Remove the field of the smoothed matter inside the sphere, then add the field of the actual dipoles there.

A uniformly polarised sphere carries the surface charge density $P\cos\theta$, with $\theta$ measured from the direction of $P$. A positive charge on the upper half pushes a test charge at the centre downwards, so the field there is opposed to $P$. Its component along $P$ is

$$E_{\rm sphere}=-\frac{1}{4\pi\varepsilon_0}\int\frac{(P\cos\theta)\cos\theta}{R^2}\,R^2\,d\Omega
=-\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=-\frac{P}{3\varepsilon_0}.$$

Removing this field adds $+P/(3\varepsilon_0)$.

The actual dipoles in the sphere, at positions $(x_j,y_j,z_j)$ with distances $r_j$, produce at the centre the component

$$\frac{p}{4\pi\varepsilon_0}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.$$

At a site of cubic symmetry, the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ are equal. Since $r_j^2=x_j^2+y_j^2+z_j^2$, the two terms cancel. In a disordered isotropic film, this cancellation is an assumption about the average surroundings. It gives

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.$$

By the definition of relative permittivity, $P=\varepsilon_0(\varepsilon-1)E$. Hence

$$E_{\rm loc}=E+\frac{\varepsilon-1}{3}E=\frac{\varepsilon+2}{3}E .$$

Put both expressions into $P=n\alpha E_{\rm loc}$ and cancel $E$:

$$\varepsilon_0(\varepsilon-1)=n\alpha\,\frac{\varepsilon+2}{3}.$$

Division by $\varepsilon_0(\varepsilon+2)$, with $\alpha=4\pi\varepsilon_0\alpha_v$, gives the Clausius-Mossotti relation:

$$\boxed{\;\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi}{3}n\alpha_v\equiv x\;}$$

The local field can also be found without the sphere. In a film polarised along its normal, $D=\varepsilon_0E+P$, so the result above reads

$$E_{\rm loc}=\frac{D}{\varepsilon_0}-\frac{2P}{3\varepsilon_0}.$$

For a simple cubic lattice of spacing $a$, $P=p/a^3$. The dipoles should therefore add to $D/\varepsilon_0$ a field of $-8\pi/3=-8.37758$ in units of $p/(4\pi\varepsilon_0a^3)$. A direct sum of Coulomb dipole fields over the site's own plane and four planes on each side gives $-8.37758$ as well. In that sum each plane was treated site by site out to 400 spacings, and as a continuous sheet beyond.

### (b) The less dense film

First solve the relation for $\varepsilon$. Multiplying out,

$$\varepsilon-1=x\varepsilon+2x
\quad\Rightarrow\quad \varepsilon(1-x)=1+2x
\quad\Rightarrow\quad \varepsilon=\frac{1+2x}{1-x}.$$

With $\alpha_v$ fixed, $x$ is proportional to $n$, so the second film has $x'=(1-\delta)x$. Insert $x=(\varepsilon-1)/(\varepsilon+2)$ and multiply numerator and denominator by $\varepsilon+2$:

$$\varepsilon'=\frac{(\varepsilon+2)+2(1-\delta)(\varepsilon-1)}{(\varepsilon+2)-(1-\delta)(\varepsilon-1)}
=\frac{3\varepsilon-2\delta(\varepsilon-1)}{3+\delta(\varepsilon-1)}.$$

The drop follows by subtraction:

$$\varepsilon-\varepsilon'=\frac{3\varepsilon+\delta\varepsilon(\varepsilon-1)-3\varepsilon+2\delta(\varepsilon-1)}{3+\delta(\varepsilon-1)},$$

$$\boxed{\;\varepsilon-\varepsilon'=\frac{\delta(\varepsilon-1)(\varepsilon+2)}{3+\delta(\varepsilon-1)}\;}$$

Two limits confirm its form. At $\delta=0$ the drop vanishes. At $\delta=1$ the denominator is $\varepsilon+2$, the drop is $\varepsilon-1$, and $\varepsilon'=1$, as it must be for empty space.

For $\varepsilon=20$ and $\delta=0.01$,

$$x=\frac{19}{22}=0.8636,\qquad x'=0.99\times\frac{19}{22}=0.8550,$$

$$\varepsilon'=\frac{1+1.710}{1-0.855}=\frac{2.710}{0.145}=18.69 .$$

The boxed formula gives the same drop, $0.01\times19\times22/3.19=1.31$. The permittivity falls by 6.6% of its initial value and becomes about 18.7.

The volume per unit is not needed for this result. It fixes the polarisability:

$$\alpha_v=\frac{3x}{4\pi n}=\frac{3\times0.8636\times0.035\ \text{nm}^3}{4\pi}
=0.00722\ \text{nm}^3,$$

or 48.7 bohr$^3$.

### (c) Why the effect is large

The expression $(1+2x)/(1-x)$ has a small denominator when $\varepsilon$ is large. Here $1-x=3/22=0.1364$ grows to $0.1450$, a relative increase of 6.3%, while the numerator falls by 0.6%. Most of the drop therefore comes from the denominator.

Physically, at a given macroscopic field the units help to polarise one another, through the term $P/(3\varepsilon_0)$ in the local field. The local field is $(\varepsilon+2)/3=7.33$ times the macroscopic field in the dense film. When the units move apart and the macroscopic field is kept the same, there are fewer dipoles per volume and each also feels a weaker local field. The second loss feeds back on itself, since weaker dipoles produce a weaker local field.

For a small change, differentiate the relation. From

$$\frac{d\varepsilon}{dx}=\frac{2(1-x)+(1+2x)}{(1-x)^2}=\frac{3}{(1-x)^2}$$

and $1-x=3/(\varepsilon+2)$, one finds

$$\frac{d\varepsilon}{d\ln n}=x\frac{d\varepsilon}{dx}
=\frac{\varepsilon-1}{\varepsilon+2}\,\frac{3(\varepsilon+2)^2}{9}
=\frac{(\varepsilon-1)(\varepsilon+2)}{3}.$$

At $\varepsilon=20$ this is 139.3. The linear estimate of the drop is 1.39, which would give $\varepsilon'=18.61$. It overstates the drop because the slope becomes smaller as $\varepsilon$ falls. The full formula contains this effect in the term $\delta(\varepsilon-1)=0.19$, added to 3 in its denominator.

**Weakly polarisable limit.** If $x\ll1$, then $\varepsilon-1\approx3x$. The susceptibility $\varepsilon-1$ is then proportional to density, and a one percent deficit lowers it by one percent. Mutual polarisation has become negligible.

**Optical response.** At optical frequencies the ions are too slow to follow, and the electronic polarisability remains. Holding that polarisability fixed and taking $\varepsilon_{\rm opt}=4$,

$$\varepsilon_{\rm opt}'=4-\frac{0.01\times3\times6}{3+0.03}=3.941 .$$

For a transparent, non-magnetic film the refractive index is $\sqrt{\varepsilon_{\rm opt}}$. It goes from 2.000 to 1.985, a decrease of 0.7%. In this model, the static permittivity is far more sensitive to density than the refractive index is.

**The opposite limit.** With fixed $\alpha_v$, the formula diverges at $x=1$. Starting from $x=0.8636$, this would need a density higher by $1/x-1=15.8\%$. The divergence marks a failure of the assumptions: near it, a linear response with an unchanged polarisability can no longer be taken for granted. For some arrangements of the units the failure comes earlier. A simple cubic lattice of point dipoles becomes unstable at $x=0.78$, where the formula gives a permittivity of only about 12. Neighbouring columns of dipoles then polarise spontaneously in opposite directions.

### (d) Capacitance and equivalent oxide thickness

For plates much wider than the film thickness, the capacitance per area is $C=\varepsilon_0\varepsilon/t$. The dense film has

$$C=\frac{8.854\times10^{-12}\times20}{10\times10^{-9}}\ \text{F/m}^2
=0.01771\ \text{F/m}^2=1.771\ \mu\text{F/cm}^2 .$$

At the same thickness, the less dense film has $1.655\ \mu\text{F/cm}^2$, a fall of 6.6%.

A different comparison keeps the number of units per area fixed. The less dense film is then thicker, $t'=t/0.99$, and its capacitance is $1.638\ \mu\text{F/cm}^2$. The fall is 7.5%, because the greater thickness adds to the lower permittivity.

The equivalent oxide thickness is the thickness of silicon dioxide with the same capacitance per area, $t_{\rm eq}=3.9\,t/\varepsilon$. With $t=10$ nm for both films, it rises from 1.95 nm to 2.09 nm.

### (e) Other ways to lose one percent

**Spherical voids.** Let the missing matter leave empty spheres in fully dense oxide, small compared with the film thickness but large compared with the spacing of the units. Consider one void of radius $r_1$ with an oxide shell of outer radius $r_2$, so that the void fraction is $f=r_1^3/r_2^3$. Choose the permittivity $\varepsilon_{\rm eff}$ of the surroundings so that the coated sphere does not disturb a uniform field $E_0$ outside it. A film filled with such coated spheres then has permittivity $\varepsilon_{\rm eff}$. This is the Maxwell Garnett model.

The potentials are $-Ar\cos\theta$ in the void, $(-Br+C_s/r^2)\cos\theta$ in the shell and $-E_0r\cos\theta$ outside. Continuity of the potential and of the normal displacement at $r_1$ requires

$$A=B-\frac{C_s}{r_1^3},\qquad A=\varepsilon\left(B+\frac{2C_s}{r_1^3}\right).$$

Equating the two expressions for $A$ gives

$$\frac{C_s}{r_1^3}=B\,\frac{1-\varepsilon}{1+2\varepsilon}.$$

At $r_2$ the same two conditions are

$$E_0=B-\frac{C_s}{r_2^3},\qquad \varepsilon_{\rm eff}E_0=\varepsilon\left(B+\frac{2C_s}{r_2^3}\right).$$

Define $v=C_s/(Br_2^3)=f(1-\varepsilon)/(1+2\varepsilon)$ and divide the second condition by the first:

$$\varepsilon_{\rm eff}=\varepsilon\,\frac{1+2v}{1-v}.$$

For $f=0.01$, $v=-0.19/41=-0.00463$ and $\varepsilon_{\rm eff}=19.72$. The drop is 0.28 instead of 1.31. This is the limit of large voids, which is hard to reach in a 10 nm film with units about 0.3 nm apart. In a face-centred cubic lattice of the same point dipoles, removing one percent of the units lowers the permittivity by about 0.7 for single vacancies and by about 0.4 for compact voids of 43 units (radius about 0.7 nm). The oxide between the voids keeps its density, and with it its strong mutual polarisation. A measured mass density by itself therefore does not determine the permittivity.

**Wider spacing along the normal.** If the spacing grows in one direction, the surroundings of a unit are no longer cubic. Write the local field along the normal as $E_{\rm loc}=E+LP/\varepsilon_0$, where $L=1/3$ in the cubic case. Since $n\alpha/\varepsilon_0=3x$, the relation $P=n\alpha E_{\rm loc}$ becomes

$$\varepsilon-1=3x\left[1+L(\varepsilon-1)\right]
\quad\Rightarrow\quad \frac{1}{\varepsilon-1}=\frac{1}{3x}-L .$$

The lattice sum of part (a) was repeated with the in-plane spacing held fixed and the layer spacing divided by 0.99. It gives a permittivity of 16.0 along the normal, so the drop is about 4. With $x'=0.855$, the last equation shows that $L$ has fallen to

$$L=\frac{1}{3\times0.855}-\frac{1}{15.0}=0.323 .$$

This loss of 0.010 in $L$ is small beside $1/3$. It is not small beside the difference $1/(3x')-1/3=0.057$ that sets the permittivity. The figure of 16.0 is only formal, because a simple cubic lattice of point dipoles is unstable at this polarisability, as noted in part (c). A face-centred cubic lattice of the same density does not have this instability. Stretched in the same way along a cube edge, it gives 18.5, close to the isotropic value. Stretched along a body diagonal, with the film normal in that direction, the same lattice gives 17.5. The effect of uneven spreading therefore depends on how the units are arranged and on the direction of the stretch.

**Changed polarisability.** The relation contains the product $n\alpha_v$. A rise of $\alpha_v$ by $1/0.99-1=1.01\%$ would cancel the density deficit completely. A rise of 0.5% gives

$$x'=0.855\times1.005=0.8593,\qquad \varepsilon'=19.32,$$

so about half of the drop disappears. This is a serious limitation for an oxide with a large ionic response, because the restoring forces on the ions depend on the distances between them.

When the ions move apart, the repulsion that holds them in place weakens, and the ionic part of $\alpha_v$ rises. For a rough estimate, let the repulsion energy fall as $e^{-r/\rho}$, with $r=0.21$ nm between neighbouring ions and $\rho=0.03$ nm. In cubic surroundings, the restoring force constant is one third of the Laplacian of this energy, summed over the neighbours. It is then proportional to $e^{-r/\rho}\,[1/\rho^2-2/(\rho r)]$. A one percent lower density raises the ionic part by 2.2%. With the electronic part fixed by an optical permittivity of 4, this gives $\varepsilon'=19.9$, so most of the drop is cancelled. With $\rho=0.025$ nm the permittivity even rises, to 20.2.

**Surfaces.** Units near a film surface lack neighbours on one side. For 31 layers of the cubic lattice, with spacing 0.327 nm in the dense film, the coupled linear equations for the layer dipoles were solved numerically. The effective permittivity of the whole film, obtained from its average polarisation at fixed $D$, is 19.42 for the dense film and 18.19 for the less dense one. These values are again formal, because the simple cubic lattice is unstable at this polarisability. A face-centred cubic film of 39 layers, cut parallel to a cube face, gives 21.7 and 20.2 instead. In this lattice, which is stable, the surfaces raise the permittivity of the film. The model of identical point dipoles does not settle the size or the sign of the surface effect in a real oxide.

**Interface layer.** Suppose that 0.5 nm of silicon dioxide lies in series with the dense film. The quantities $t/\varepsilon$ add:

$$\frac{10}{20}+\frac{0.5}{3.9}=0.628\ \text{nm}.$$

Without the interface layer the sum is 0.500 nm. The capacitance falls from 1.771 to $1.409\ \mu\text{F/cm}^2$, by 20%. This is about three times the effect of the density deficit, so a permittivity inferred from capacitance must allow for such a layer.

**Temperature and field.** With a linear expansion coefficient of $6\times10^{-6}$ K$^{-1}$, heating by 100 K lowers the density by 0.18%. At fixed polarisability the permittivity becomes 19.75. The weaker restoring forces in the expanded film act against this fall, so the estimate does not settle even the sign of the change in a real oxide. At 1 V the macroscopic field in the dense film is 1 MV/cm, below a rough breakdown field of 5 MV/cm. The local field is 7.3 MV/cm, but it should not be compared with the breakdown field, which is quoted as a macroscopic field. Any nonlinear response is left out here.

**The real case.** A permittivity near 20, a thickness of 10 nm and $0.035\ \text{nm}^3$ per formula unit are rough typical values for hafnium dioxide films. The expansion coefficient, the optical permittivity and the interface thickness are also rough. Deposited films can be less dense than the crystal by more than one percent, and they may contain impurities or several crystal phases. The assumption most open to doubt is the fixed polarisability of a single kind of unit: hafnium and oxygen ions respond differently, and their response changes with structure. In the estimates above, a polarisability change of half a percent moves the answer from 18.7 to 19.3, and weaker restoring forces on the ions can bring it back to about 20. Gathering the missing volume into voids gives about 19.3 to 19.7, depending on their size. The value 18.7 is thus the result for uniform, isotropic dilution at fixed polarisability, and not a general conversion from film density to permittivity.

Numerical values quoted here were computed with a short program.
